# Off-diagonal Hellmann–Feynman relation and derivative couplings near closing gaps

## Result and conventions

For two eigenstates \(|m\rangle\) and \(|n\rangle\) of a Hamiltonian \(H(R)\), with different energies \(E_m\) and \(E_n\),

\[
F_{mn}=(E_n-E_m)\,d_{mn},\qquad
F_{mn}=\langle m|\tfrac{dH}{dR}|n\rangle,\qquad
d_{mn}=\langle m|\tfrac{dn}{dR}\rangle .
\tag{1}
\]

The derivative coupling \(d_{mn}\) is therefore the off-diagonal force element divided by the gap. It diverges at a closing gap if the gap vanishes faster than \(F_{mn}\). A closing gap alone does not ensure this: two cases below have a gap that goes to zero and a coupling that stays finite or vanishes.

The assumptions are these.

- \(R\) is one real parameter, such as a nuclear coordinate. With several coordinates, (1) holds for each separately, and \(F_{mn}\) and \(d_{mn}\) become vectors.
- \(H(R)\) is Hermitian and differentiable, and acts on a space that does not depend on \(R\). For a molecule, the electron coordinates are held fixed in space while the nucleus moves.
- The states are discrete, normalized and nondegenerate at the \(R\) considered.
- The states are differentiable in \(R\), and their derivatives lie in the domain of \(H\).

For a matrix, the last assumption follows from the others. The projector onto an isolated eigenvalue is \(P(R)=\frac{1}{2\pi i}\oint (z-H)^{-1}dz\), on a contour enclosing that eigenvalue alone. It is differentiable because the inverse matrix is. Then \(P(R)|n_0\rangle\), divided by its norm, is a differentiable eigenstate near the point where \(|n_0\rangle\) was computed.

For a point nucleus the last assumption fails as stated, because the cusp moves with the nucleus. For a hydrogen atom displaced along \(z\), the derivative of the 1s state is \(\cos\vartheta\,e^{-r}/\sqrt\pi\), with \(\vartheta\) the polar angle. \(H\) applied to it grows as \(1/r^2\) at the nucleus, which is not square integrable. Equation (1) still holds in this example, with \(H\) acting to the left on \(\langle m|\): for \(m=2p_z\) and \(n=1s\), both sides equal \(-2\sqrt2/27=-0.1048\) hartree/bohr. The softened model used below has no cusp.

A prime denotes \(d/dR\). Hartree atomic units are used, so \(F_{mn}\) is in hartree/bohr and \(d_{mn}\) in 1/bohr. \(F_{mn}\) is an element of \(+dH/dR\); the physical force operator has the opposite sign.

## Derivation

The eigenvalue equation \((H-E_n)|n\rangle=0\) holds at every \(R\) in the neighbourhood, so its derivative vanishes:

\[
(H'-E_n')|n\rangle+(H-E_n)|n'\rangle=0 .
\tag{2}
\]

Project first on \(\langle n|\). Since \(H\) is Hermitian, \(\langle n|H=E_n\langle n|\), and the second term vanishes. With \(\langle n|n\rangle=1\) this leaves the usual diagonal theorem, \(E_n'=\langle n|H'|n\rangle\).

Now project (2) on \(\langle m|\) with \(m\neq n\):

\[
\langle m|H'|n\rangle-E_n'\langle m|n\rangle+\langle m|H|n'\rangle-E_n\langle m|n'\rangle=0 .
\]

The second term is zero by orthogonality. In the third, \(\langle m|H=E_m\langle m|\). Hence

\[
F_{mn}+(E_m-E_n)\,d_{mn}=0 ,
\]

which is (1). The energy of the differentiated state comes first in the difference \(E_n-E_m\).

**Symmetry.** Differentiating \(\langle m|n\rangle=\delta_{mn}\) gives \(\langle m'|n\rangle+\langle m|n'\rangle=0\). Because \(\langle m'|n\rangle=d_{nm}^*\),

\[
d_{mn}=-d_{nm}^* .
\tag{3}
\]

This agrees with (1): exchanging the labels conjugates \(F_{mn}\) and reverses the energy difference.

**Phases.** Replace each \(|n\rangle\) by \(e^{i\chi_n(R)}|n\rangle\). The product rule gives

\[
d_{mn}\to e^{i(\chi_n-\chi_m)}\left(d_{mn}+i\chi_n'\,\delta_{mn}\right),
\qquad
F_{mn}\to e^{i(\chi_n-\chi_m)}F_{mn}.
\]

For \(m\neq n\) both sides of (1) acquire the same factor, so (1) holds in any differentiable phase convention and \(|d_{mn}|\) does not depend on the convention. The diagonal element \(d_{nn}\) is imaginary by (3) and does depend on it; (1) says nothing about \(d_{nn}\). For real states \(d_{nn}=0\), and the remaining freedom is a sign.

**Meaning.** To first order in a displacement \(\delta R\), \(\langle m(R)|n(R+\delta R)\rangle=d_{mn}\,\delta R\). The coupling measures how fast one eigenstate turns into the other as the nucleus moves. The force element \(F_{mn}\) is what turns it, and a small gap makes the states easy to turn.

## When the coupling diverges

Taking the modulus of (1) and dividing by the nonzero gap gives

\[
|d_{mn}|=\frac{|F_{mn}|}{|E_n-E_m|}.
\tag{4}
\]

As a degeneracy is approached, \(|d_{mn}|\to\infty\) means the same as \(|E_n-E_m|/|F_{mn}|\to0\). It is sufficient that \(|F_{mn}|\) stays above some \(F_{\min}>0\); then \(|d_{mn}|\ge F_{\min}/|E_n-E_m|\). At the degeneracy itself (4) cannot be used: the gap is zero, and any rotation within the degenerate pair gives equally good eigenstates.

The direction of approach matters. If a continuously differentiable matrix \(H(R)\) becomes degenerate at \(R_0\) and \(R_0\) is approached along \(R\) itself, the two states tend to eigenvectors of \(H'(R_0)\) within the degenerate pair, so \(F_{mn}\to0\) and the condition above cannot hold. For \(H\) analytic in \(R\) the eigenstates can be chosen analytic through the crossing, and the coupling stays finite. The divergent cases below therefore involve a second parameter: the gap is closed by one variable while the derivative is taken along another.

The possible behaviours can be seen in a real two-state Hamiltonian with gap \(G(R)>0\) and angle \(\theta(R)\),

\[
H=\tfrac{G}{2}\left(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x\right),\qquad
|+\rangle=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\quad
|-\rangle=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.
\]

Here \(\sigma_z,\sigma_x\) are Pauli matrices in a basis that does not depend on \(R\). The energies are \(\pm G/2\). Differentiating the upper state gives \(|+'\rangle=\frac{\theta'}{2}|-\rangle\), so

\[
d_{-+}=\tfrac12\theta' .
\tag{5}
\]

The force element follows separately from

\[
H'=\tfrac{G'}{2}(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x)+\tfrac{G\theta'}{2}(-\sin\theta\,\sigma_z+\cos\theta\,\sigma_x).
\]

The first bracket is diagonal in the eigenstates. For the second, \(\langle-|\sigma_z|+\rangle=-2\sin\frac\theta2\cos\frac\theta2=-\sin\theta\) and \(\langle-|\sigma_x|+\rangle=\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta\), so its element is \(\sin^2\theta+\cos^2\theta=1\). Thus \(F_{-+}=G\theta'/2\), in agreement with (1). A change of the gap alone produces no coupling; a rotation of the eigenstates does.

### Avoided crossing

Let \(H=fR\,\sigma_z+\frac{\Delta}{2}\sigma_x\) with \(f,\Delta>0\). Comparison with the general form gives \(G\cos\theta=2fR\) and \(G\sin\theta=\Delta\), hence

\[
G=\sqrt{\Delta^2+4f^2R^2},\qquad \cot\theta=\frac{2fR}{\Delta}.
\]

Differentiating the cotangent gives \(-\theta'/\sin^2\theta=2f/\Delta\). With \(\sin^2\theta=\Delta^2/G^2\), (5) becomes

\[
|d_{-+}|=\frac{f}{\Delta}\,\frac{1}{1+(R/w)^2},\qquad w=\frac{\Delta}{2f}.
\tag{6}
\]

The minus sign in \(\theta'\) can be removed by reversing the sign of one state. At \(R=0\) the force element has modulus \(G|\theta'|/2=f\), so \(f\) can be read off there.

At fixed \(f\), the peak height grows as \(1/\Delta\) and the half width \(w\) shrinks as \(\Delta\). At \(R=\pm w\) the coupling is half its peak value and the gap is \(\sqrt2\,\Delta\). The area within \(\pm X\) is

\[
\int_{-X}^{X}|d_{-+}|\,dR=\frac{2fw}{\Delta}\arctan\frac Xw=\arctan\frac Xw ,
\tag{7}
\]

because \(2fw/\Delta=1\). For \(X\gg w\) it tends to \(\pi/2\), whatever the gap. This is the total angle through which the states turn as they exchange character. The divergence thus concentrates a fixed rotation into a shrinking interval. At a fixed \(R\neq0\) the gap tends to \(2f|R|\) and the coupling tends to zero.

### Conical intersection

Let \(H=k(x\sigma_z+y\sigma_x)\) with \(k>0\), \(x=r\cos\varphi\) and \(y=r\sin\varphi\). Then \(G=2kr\) and \(\theta=\varphi\). A radial step leaves \(\varphi\) unchanged, while a tangential step \(ds\) changes it by \(ds/r\). By (5),

\[
d_{\text{radial}}=0,\qquad d_{\text{tangential}}=\frac{1}{2r}.
\]

The force elements, the gap times these couplings, are \(0\) and \(k\). The tangential coupling diverges because its force element stays at \(k\) while the gap closes. In this linear model a path aimed straight at the intersection sees the gap close with no coupling on the way. Terms of higher order make the radial coupling nonzero but finite: adding \(g[(x^2-y^2)\sigma_z-2xy\,\sigma_x]\) turns \(\theta\) into \(\varphi-(gr/k)\sin3\varphi\) for small \(r\), so the radial coupling tends to \(g|\sin3\varphi|/(2k)\) in modulus. For \(k=0.1\) hartree/bohr, reducing \(r\) from 0.1 to 0.01 bohr lowers the gap from 0.02 to 0.002 hartree and raises the tangential coupling from 5 to 50 1/bohr.

A straight path that misses the intersection by a distance \(b\), \(y=b\), is the avoided crossing above with \(f=k\) and \(\Delta=2kb\). Its peak coupling is \(f/\Delta=1/(2b)\).

### Closing gap with finite coupling

Take \(G=2kR\) and \(\theta=2\kappa R\) for \(R>0\), with constant \(k\) and \(\kappa\). Then

\[
d_{-+}=\kappa,\qquad F_{-+}=2kR\,\kappa .
\]

The gap and the force element vanish together, and their ratio stays at \(\kappa\). With \(k=0.1\) hartree/bohr and \(\kappa=0.5\) 1/bohr, the gap at \(R=0.001\) bohr is \(2\times10^{-4}\) hartree, but \(F_{-+}=10^{-4}\) hartree/bohr, and the coupling is still 0.5 1/bohr.

## Worked example: an electron shared by two wells

One electron moves in one dimension. Two fixed centres at \(\pm L/2\) attract it, and a movable negative ion at \(R\) repels it:

\[
H=-\frac12\frac{d^2}{dx^2}-\frac{1}{\sqrt{(x-\frac L2)^2+1}}-\frac{1}{\sqrt{(x+\frac L2)^2+1}}+\frac{q}{\sqrt{(x-R)^2+1}},
\]

with \(q=0.5\) and lengths in bohr. The interaction of the ion with the two centres is left out. It is a number \(W(R)\) and would add \(W'(R)\langle m|n\rangle\), which is zero for \(m\ne n\).

Only the last term depends on \(R\). Since \(\frac{d}{dR}[(x-R)^2+1]^{-1/2}=(x-R)[(x-R)^2+1]^{-3/2}\),

\[
\frac{dH}{dR}=\frac{q\,(x-R)}{[(x-R)^2+1]^{3/2}} .
\]

At \(R=0\) the potential is even in \(x\), the ground state is even and the first excited state is odd. The operator \(dH/dR\) is odd, so it can connect them. The table gives the gap \(\Delta=E_1-E_0\) (hartree), \(F_{01}\) (hartree/bohr) and their ratio (1/bohr), with signs chosen to make \(F_{01}\) positive.

| \(L\) (bohr) | \(\Delta\) | \(F_{01}\) | \(F_{01}/\Delta\) |
|---|---|---|---|
| 4 | 0.07192 | 0.08421 | 1.171 |
| 6 | 0.01125 | 0.05331 | 4.738 |
| 8 | 0.001517 | 0.03259 | 21.48 |
| 10 | 0.0001916 | 0.02104 | 109.8 |

Differentiating the numerical eigenvectors gives the same couplings to all digits shown. For \(L=10\) bohr the gap is 5.21 meV and the coupling is 207.6 1/Å.

From \(L=4\) to \(L=10\) bohr the gap falls by a factor 375.4 and the force element by 4.002, so the coupling grows by \(375.4/4.002=93.8\). The different rates have a simple origin. For well-separated wells, write the two states as \((|r\rangle\pm|l\rangle)/\sqrt2\), with real, mirror-image states \(|r\rangle\) and \(|l\rangle\) in the right and left wells. Then

\[
F_{01}\approx\tfrac12\left(\langle r|H'|r\rangle-\langle r|H'|l\rangle+\langle l|H'|r\rangle-\langle l|H'|l\rangle\right)=\langle r|H'|r\rangle .
\]

The cross terms cancel because the states are real, and \(\langle l|H'|l\rangle=-\langle r|H'|r\rangle\) because \(H'\) is odd. The force element is thus about the ion's field in one well and needs no tunnelling, whereas the gap is a tunnelling splitting. Placing the electron at the centre of the well for \(L=10\) bohr gives \(0.5\times5/26^{3/2}=0.01886\) hartree/bohr. The computed value is 12% above this point estimate, which ignores the width and distortion of the electron cloud.

Moving the ion off centre traces out the peak (6). For \(L=10\) bohr, with \(f=F_{01}\) at \(R=0\),

\[
w=\frac{\Delta}{2f}=\frac{1.916\times10^{-4}}{2\times0.02104}=0.00455\ \text{bohr}.
\]

At \(R=w\) the computed coupling is 0.5000 of its peak value and the gap is 1.4142 times its minimum, as the two-state model predicts. For \(L=8\) bohr the half width is 0.0233 bohr, about five times larger. The areas within \(\pm10w\) are 1.4706 for \(L=8\) and 1.4711 for \(L=10\) bohr, against \(\arctan10=1.4711\) from (7). The peak height changes fivefold between these cases, while the area hardly changes.

## Approximate states in a finite basis

The step \(\langle m|H=E_m\langle m|\) fails for states that are variational solutions in a finite basis \(\{\chi_i\}\). Let \(|n\rangle=\sum_i c_{in}|\chi_i\rangle\) be such a solution, and define the residual

\[
|r_n\rangle=(H-E_n)|n\rangle .
\]

The variational equations \(\langle\chi_i|H-E_n|n\rangle=0\) say that \(|r_n\rangle\) is orthogonal to every basis function. Therefore \(\langle m|H|n\rangle=E_n\langle m|n\rangle+\langle m|r_n\rangle=0\) for \(m\neq n\), at every \(R\). Differentiate:

\[
\langle m'|H|n\rangle+F_{mn}+\langle m|H|n'\rangle=0 .
\]

In the first term use \(H|n\rangle=E_n|n\rangle+|r_n\rangle\) and \(\langle m'|n\rangle=-d_{mn}\). In the last use \(\langle m|H=E_m\langle m|+\langle r_m|\). The result is

\[
(E_n-E_m)\,d_{mn}=F_{mn}+\langle m'|r_n\rangle+\langle r_m|n'\rangle .
\tag{8}
\]

Exact eigenstates have zero residuals, and (1) returns. It also returns for a basis that does not depend on \(R\), however small: the derivatives then lie in the span of the basis, to which the residuals are orthogonal.

If the basis functions move with the nuclei, \(|n'\rangle=\sum_i(c_{in}'|\chi_i\rangle+c_{in}|\chi_i'\rangle)\). The part with \(c_{in}'\) drops out of (8) by the same orthogonality, so the correction is

\[
\sum_i\left(c_{im}^*\langle\chi_i'|r_n\rangle+\langle r_m|\chi_i'\rangle c_{in}\right).
\]

It requires derivatives of the basis functions but not of the coefficients.

For \(L=6\) and \(R=0.4\) bohr, a basis of one Gaussian \(e^{-0.4(x\mp L/2)^2}\) on each well and one, \(e^{-0.5(x-R)^2}\), at the ion gives a gap of 0.04345 hartree and \(F_{01}/\Delta=0.4407\) 1/bohr. With the third Gaussian frozen in place, differentiating the states gives the same 0.4407. When it follows the ion, the derivative coupling is 0.4906, and (8) reproduces this value. The bare ratio is 10% below it. Here 0.4906 is the coupling of these approximate states, and (8) does not bring it closer to the exact one: at the same point the exact states have a gap of 0.04440 hartree and a coupling of 0.298 1/bohr, below both basis values.

## Points for implementation

**Sign alignment.** An eigenvalue solver returns each real eigenvector with an arbitrary sign. Before forming \([\,|n(R+h)\rangle-|n(R-h)\rangle]/(2h)\), choose the signs so that both vectors overlap positively with \(|n(R)\rangle\). If one sign is wrong, the terms in \(|n'\rangle\) cancel to first order in \(h\), and the coupling is lost. For complex vectors, choose the phases so that both overlaps with \(|n(R)\rangle\) are real and positive, or use any other differentiable phase convention.

**Step size.** The step must be small compared with the peak width \(w\), which shrinks with the gap. At the centre of the two-state crossing, the difference quotient has modulus \(\sin[\alpha(h)]/h\), where \(\alpha(h)=\frac12\arctan(h/w)\) is the angle turned. Expanding both functions,

\[
\frac{\sin\alpha(h)}{h}=\frac{1}{2w}\left[1-\left(\frac13+\frac1{24}\right)\frac{h^2}{w^2}+\dots\right].
\]

The prefactor \(1/(2w)=f/\Delta\) is the exact two-state coupling, and the leading relative error is \(-\frac38(h/w)^2\). Formula (1) needs no step, and is preferable when \(dH/dR\) is available and the states are exact or the basis does not depend on \(R\). In a basis that moves with the nuclei, (8) takes its place; with small atom-centred bases the bare ratio can differ from the coupling of the computed states by a factor of two or more.

**Small gaps.** To first order, the relative error of \(F_{mn}/(E_n-E_m)\) is the relative error of \(F_{mn}\) minus that of the gap. An error common to \(E_m\) and \(E_n\) cancels in the difference, but an error in the gap comparable with the gap itself makes the coupling meaningless, even if \(F_{mn}\) is accurate. An error in \(H\) of that size can also mix the two states and so change \(F_{mn}\). In the avoided crossing at \(R=0\), for example, an error \(\frac{\Delta}{2}\sigma_z\) acts like a displacement by \(w\): it raises the gap by a factor \(\sqrt2\), lowers \(|F_{mn}|\) by the same factor, and halves the coupling. Near a degeneracy, store \(F_{mn}\) and the gap separately.

**Mean-field Hamiltonians.** The derivation applies to any Hermitian operator, including the one-electron operator of a self-consistent calculation. In that case \(dH/dR\) is the total derivative, including the change of the mean field with \(R\), and \(d_{mn}\) couples orbitals, not many-electron states.

The numerical check also tests (1) for the four lowest states away from the symmetric ion position, and for complex Hermitian matrices in two phase conventions.

## Table of computed values

```
ion charge magnitude: 0.5 e
softening length: 1.0 bohr
grid step: 0.2 bohr, box half-length: 20.0 bohr
L=4 bohr: E0=-0.713341, E1=-0.641422 hartree
  gap=7.191902e-02 hartree, F=8.421482e-02 hartree/bohr
  F/gap=1.170967, d from states=1.170966 1/bohr
L=6 bohr: E0=-0.672110, E1=-0.660859 hartree
  gap=1.125130e-02 hartree, F=5.330914e-02 hartree/bohr
  F/gap=4.738041, d from states=4.738039 1/bohr
L=8 bohr: E0=-0.667588, E1=-0.666071 hartree
  gap=1.517166e-03 hartree, F=3.258787e-02 hartree/bohr
  F/gap=21.479443, d from states=21.479439 1/bohr
L=10 bohr: E0=-0.668049, E1=-0.667857 hartree
  gap=1.915589e-04 hartree, F=2.104140e-02 hartree/bohr
  F/gap=109.842979, d from states=109.842966 1/bohr
L=4 to 10: gap falls by factor 375.44
L=4 to 10: F falls by factor 4.002
L=4 to 10: d grows by factor 93.81
L=10: gap=5.21258e-03 eV
L=10: d=207.5731 1/angstrom
L=10: ion field at a well=1.885732e-02 hartree/bohr
L=8: half width w=0.023278 bohr
  d(w)/d(0)=0.49995, gap(w)/gap(0)=1.41428
  peak area within +-10w=1.47061 (no unit)
L=10: half width w=0.004552 bohr
  d(w)/d(0)=0.50000, gap(w)/gap(0)=1.41422
  peak area within +-10w=1.47112 (no unit)
two-state area within +-10w=1.47113 (no unit)
L=6, R=0.7 bohr, 4 states: worst error=1.9e-10 hartree/bohr
two-state slope k=0.1 hartree/bohr, polar angle=0.7 rad
cone r=0.1 bohr: gap=0.0200 hartree
  d tangential=5.0000, radial=0.0000 1/bohr
cone r=0.01 bohr: gap=0.0020 hartree
  d tangential=50.0000, radial=0.0000 1/bohr
rotation rate kappa=0.5 1/bohr
R=0.1 bohr: gap=2.0e-02 hartree, F=1.0e-02 hartree/bohr, d=0.50000 1/bohr
R=0.01 bohr: gap=2.0e-03 hartree, F=1.0e-03 hartree/bohr, d=0.50000 1/bohr
R=0.001 bohr: gap=2.0e-04 hartree, F=1.0e-04 hartree/bohr, d=0.50000 1/bohr
Gaussian basis, L=6, R=0.4 bohr: gap=0.043452 hartree
  bare F/gap=0.440690 1/bohr
  d, frozen basis=0.440690 1/bohr
  d, moving basis=0.490557 1/bohr
  (F + residual terms)/gap=0.490557 1/bohr
```
